Why electronic excitation destabilizes tetrahedral silicon: angular softening and bond compression

**1. The fact to be explained**

In a tight-binding crystal with silicon-like parameters, one transverse acoustic mode has the stiffness 3.19 eV/Å² when the electrons are cold. When 8.1 % of the valence electrons have been excited across the gap, this stiffness is zero and the mode is about to become unstable. Yet the resistance of the bonds to bending, which supplied all of the cold stiffness, is then still 1.74 eV/Å², more than half its original value. Weakened angular forces are therefore part of the explanation, but something else must cancel what remains of them.

**2. Model and conventions**

Each atom carries one s and three p orbitals with on-site energies E_s = −6.5 eV and E_p = 0, and four electrons. Hopping connects nearest neighbours. For a bond of length r with unit vector n from atom i to atom j, the hopping matrix V_ij has the elements

⟨s_i|H|s_j⟩ = V_ss
⟨s_i|H|p_jα⟩ = V_sp n_α,  ⟨p_iα|H|s_j⟩ = −V_sp n_α
⟨p_iα|H|p_jβ⟩ = V_σ n_α n_β + V_π (δ_αβ − n_α n_β)

with V_ss = −1.8, V_sp = 2.0, V_σ = 3.0 and V_π = −0.9 eV at the cold bond length d = 2.35 Å. All four vary as r⁻ⁿ with n = 2. A pair repulsion φ(r), proportional to r⁻⁴, acts on the same bonds; its exponent affects modes that stretch bonds, but not the stiffness of the acoustic mode studied here. These are round model values; the gap they give, 2.02 eV, is wider than that of real silicon.

The electrons share one temperature T and one chemical potential μ. The nuclei are classical, and the lattice constant stays at its cold value, as it does before a heated layer has had time to expand. With N electrons and levels ε_m, each holding two spins, the electronic free energy is

F_el = μN − 2kT Σ_m ln[1 + e^((μ−ε_m)/kT)].

**3. A mode that turns bonds without stretching them**

A primitive cell has two atoms, hence six displacements, and four bonds. Requiring no first-order stretch imposes at most four linear conditions, so at every wavevector at least two displacement patterns cost nothing in untensioned central springs. Their stiffness must come from elsewhere.

At the zone-boundary point X such a pattern is easily drawn. Atomic layers are stacked along [001]. From an atom of one sublattice, the two upward bonds point along (1,1,1) and (−1,−1,1), the two downward bonds along (1,−1,−1) and (−1,1,−1). Let t be the unit vector along [110]. The upward bonds lie in a plane containing t; the downward bonds are perpendicular to t. Now shift successive layers by +s, +s, −s, −s along t, so that the layers inside each equal pair are joined by bonds of the first kind. Those bonds are unchanged. Bonds of the second kind join layers with opposite shifts, and their ends move apart by 2s at right angles to the bond:

r = √(d² + 4s²) = d + 2s²/d + O(s⁴).

Each atom has two turned bonds, each shared by two atoms, which makes one turned bond per atom.

A finite-difference force-constant matrix of the four-atom cell tests that this pattern is a normal mode. With cold electrons it belongs to the lowest pair of modes above the three uniform translations, which identifies it as the transverse acoustic mode at X.

**4. Separating turning from lengthening**

Let Φ(s, r) be the free energy per atom when the turned bonds have the directions set by s, while their hopping strengths and repulsion are evaluated at length r. Define

K_ang = ∂²Φ/∂s² at r = d,  τ = ∂Φ/∂r at s = 0.

K_ang is the angular stiffness. Since there is one turned bond per atom, τ is the tension of one bond, positive if the bond pulls its ends together. Reversing s is a mirror operation, so Φ is even in s and has no linear term. The lengthening is already of order s², so its square and its cross term with s contribute at order s⁴. Therefore

F(s) = F(0) + ½K_ang s² + τ(2s²/d) + O(s⁴)
     = F(0) + ½(K_ang + 4τ/d)s² + O(s⁴).

The kinetic energy per atom is ½M(ds/dt)², so

Mω² = K = K_ang + 4τ/d.

This was tested by computing K from the fully displaced crystal, K_ang with hopping strengths held fixed, and τ from a uniform dilation. The two sides agree within 1.6×10⁻⁴ eV/Å² at all four temperatures compared.

In the cold crystal at equilibrium τ = 0. The mode then has purely angular stiffness, K = K_ang = 3.19 eV/Å², or 5.27 THz. Neither n nor the form of φ affects this number.

**5. First contribution: compression of the bonds**

Change any parameter λ of H at fixed T and N. The free energy responds through μ and through the levels:

∂F_el/∂μ = N − 2Σ_m f_m = 0,  ∂F_el/∂ε_m = 2f_m,

where f_m is the Fermi occupation. First-order perturbation theory gives dε_m/dλ = ⟨m|∂H/∂λ|m⟩, so dF_el/dλ is the thermal average of ∂H/∂λ. For the length of one bond, ∂H/∂r = −(n/r)H_bond. Calling the average of H_bond the hopping energy h, which is negative for a bonding crystal,

τ = −n h(T)/d + φ′(d).

The first term is an attraction, the second a repulsion with φ′ < 0. Cold equilibrium requires φ′(d) = n h(0)/d. The repulsion does not depend on T, so

τ(T) = n[h(0) − h(T)]/d.

Excitation makes h less negative for a definite reason. The hopping energy of a level is its energy minus its on-site average, and that average lies between E_s and E_p. A level above E_p thus has positive hopping energy: it is antibonding. The computed hopping energies confirm this for every conduction level on the mesh; the smallest of them is 1.65 eV.

At the threshold, kT = 1.60 eV, h has risen from −8.314 to −7.109 eV per bond. Then

τ = 2(−8.314 + 7.109)/2.35 = −1.03 eV/Å,
4τ/d = −1.74 eV/Å².

The negative sign means compression. The repulsion, previously balanced, now pushes the atoms apart, but the fixed volume prevents uniform expansion. Turning lengthens a bond by 2s²/d and releases some of that compression, as sideways buckling does for a loaded strut.

Filling antibonding levels and emptying bonding ones contribute similar amounts. With two bonds per atom, the hopping energy rises by 2 × 1.205 = 2.41 eV per atom. The 0.324 excited electrons per atom have a mean hopping energy of 3.92 eV and account for 0.324 × 3.92 = 1.27 eV. The other 1.14 eV comes from the levels they left, about 3.5 eV per electron.

The bond has lost just 14 % of its hopping energy, but the effect on the mode is large because two large terms cancelled in the cold crystal. Each amounted to

4n|h(0)|/d² = 8 × 8.314/2.35² = 12.0 eV/Å²,

nearly four times the cold stiffness. The mismatch, 14.5 % more precisely, leaves 1.74 eV/Å².

**6. Second contribution: weaker angular forces**

The sum of all levels is the trace of H, which contains on-site energies and no bond angles. If bending raises the summed energy of the filled valence levels, it must lower that of the conduction levels equally. Suppose a fraction x of the electrons moved uniformly from all valence to all conduction levels, with occupations then held fixed. The angular stiffness would become

(1 − x)K_ang(0) + x[−K_ang(0)] = (1 − 2x)K_ang(0).

This is one reason why antibonding occupation weakens angular forces. For x = 0.081 it predicts a loss of 16 %; the computed loss is 45 %. The difference comes from the uneven filling within each set of bands. Bending couples valence levels to other valence levels, and conduction levels to other conduction levels, pushing the lower level of each pair down and the upper one up. With equal occupations these shifts cancel. With thermal occupations the lower level is the fuller one, and at threshold this coupling contributes −1.73 eV/Å² to K_ang. The loss does not simply grow as the carriers approach the band edges: for the same x it is 41 % if electrons and holes are each distributed at kT = 0.3 eV and 52 % at kT = 0.8 eV.

Readjustment of the occupations during the motion does not contribute. Moving the crystal by two layers turns the pattern s into −s, so the levels at each wavevector of the four-atom cell are even in s. Apart from degenerate levels, which occupy a vanishing share of the zone, they shift only as s². The occupations then also change only as s², and because the equilibrium free energy is a minimum over occupations, this change does not affect its curvature.

The same uniform estimate applies to h, since the hopping part of H has zero trace. It predicts a 16 % loss, close to the computed 14 %. The uniform estimate thus nearly suffices for the bond energy but misses most of the angular weakening.

**7. The hot limit: why angles fade before bonds**

In a limit solvable by hand, the angular stiffness again falls faster than the bond energy. With x_m = (ε_m − μ)/kT, use

ln(1 + e^(−x)) = −x/2 + ln[2cosh(x/2)].

There are four electrons and four orbitals per atom, so the terms in μ cancel and

F_el = Tr H − 2kT Σ_m ln[2cosh(x_m/2)].

Since ln[2cosh(x/2)] = ln 2 + x²/8 − x⁴/192 + …,

F_el = constant − Tr(H−μ)²/(4kT) + Tr(H−μ)⁴/[96(kT)³] + …

To leading order μ is the mean on-site energy. Its correction is of order (kT)⁻², and because F_el is stationary in μ this enters F_el at order (kT)⁻⁵.

The second moment involves each bond separately. The sum of squared hoppings on a bond does not change when the bond turns, so this term contains no angles. They first appear in the fourth moment, through walks i→j→i→k→i over two different bonds. The smallest ring in the structure has six bonds, so no ring contributes. Define A_j = V_ij V_ijᵀ, a matrix on atom i. Multiplying out the hopping elements gives

ss element: V_ss² + V_sp²
sp elements: A n_α, with A = V_sp(V_σ − V_ss) = 9.60 eV²
pp elements: V_π² δ_αβ + B n_α n_β, with B = V_sp² + V_σ² − V_π² = 12.19 eV².

For bonds at angle θ, the angle-dependent part of Tr A_jA_k is 2A²cosθ + B²cos²θ. Walks may start on the central atom or on an outer one, which doubles the count. Per atom the angular part of the fourth moment is

2 Σ_(j≠k) [2A²cosθ_jk + B²cos²θ_jk].

Adding the constant terms j = k turns the two sums into |R|² and Tr Q², where R = Σ_j n_j and Q = Σ_j n_j n_jᵀ. Always |R|² ≥ 0, and since Tr Q = 4, Tr Q² ≥ 16/3. Tetrahedral bonds reach both minima. The fourth moment enters F_el with a positive sign, so even very hot electrons favour tetrahedral angles.

In the mode, two bonds n₃ and n₄ of each atom tilt by η = 2s/d. Up to the sign of η,

n′ = (1 − η²/2)n − ηt.

Since the four original vectors sum to zero, |R|² = 4η² to second order. With v = n₃ + n₄, which is perpendicular to t and has |v|² = 4/3,

δQ = −η(v tᵀ + t vᵀ) + η²(2t tᵀ − n₃n₃ᵀ − n₄n₄ᵀ).

The undistorted Q is 4/3 times the unit matrix and Tr δQ = 0, so the linear term in Tr Q² vanishes. The rest is

Tr(δQ)² = 2η²|v|² = (8/3)η².

The fourth moment per atom therefore rises by

2[8A² + (8/3)B²]η² = 64(A² + B²/3)s²/d².

Dividing by 96(kT)³ and equating to ½K_ang s² gives

K_ang → (4/3)(A² + B²/3)/[d²(kT)³].

At kT = 40 eV the computed stiffness is 0.995 times this law. Such a temperature tests the algebra and does not describe silicon.

The bond energy comes from the second moment and falls as 1/(kT), the angular stiffness as 1/(kT)³. In this limit h → 0, so 4τ/d → −12.0 eV/Å² while K_ang approaches zero from above. The confined lattice is unstable there although its angular forces still restore the tetrahedron.

Near threshold the power laws do not yet hold, but the order is the same. From kT = 1.5 to 3.0 eV, K_ang falls by a factor of 2.9, not 8, while |h| falls by a factor of 1.3.

**8. Weighing the two**

Stiffnesses are in eV/Å², kT in eV:

kT   excited   K_ang   4τ/d    K
0.5   0.4 %    3.13   −0.07   3.06
1.0   3.1 %    2.59   −0.64   1.96
1.5   7.2 %    1.87   −1.55   0.32
2.0  11.5 %    1.31   −2.52  −1.21
3.0  18.8 %    0.65   −4.22  −3.57

At threshold the cold stiffness has been used up in two nearly equal parts:

angular weakening: (3.19 − 1.74)/3.19 = 45 %
bond compression: 1.74/3.19 = 55 %.

Removing one contribution at a time shows that their roles differ. Without compression, K would equal K_ang, which is positive throughout the scan, so this mode would stay stable. Without angular weakening, K would vanish when 4τ/d = −3.19 eV/Å², which happens between kT = 2.0 and 2.5 eV. In this model, then, compression can destabilize the confined lattice alone; angular weakening brings the threshold down to 1.60 eV, about 18,600 K.

Among the modes of the four-atom cell the acoustic mode fails first, but not because it loses the most stiffness. The lowest other frequency of the cell is 10.20 THz in the cold crystal and 7.71 THz at threshold. Stiffness scales as frequency squared, so the mode found at 7.71 THz has dropped from at least 3.19 × (10.20/5.27)² = 12.0 to 3.19 × (7.71/5.27)² = 6.8 eV/Å², a larger loss than the acoustic mode's 3.19. The acoustic mode reaches zero before it because it has no bond-stretching stiffness and starts low.

**9. Beyond threshold, and where the result fails**

When K < 0, small displacements grow as e^(t/t₀) with t₀ = √(M/|K|). At kT = 1.92 eV, K = −0.98 eV/Å² and t₀ = 54 fs for an atomic mass of 28.1 u. This describes the start of the motion. Whether the crystal melts or settles into another structure depends on anharmonic terms not treated here.

During such fast motion the electrons may keep their entropy instead of their temperature. To this order it makes no difference: F is even in s at every T, so the temperature at fixed entropy changes only at order s². At kT = 1.5 eV the two curvatures are 0.3232 and 0.3238 eV/Å², equal within the finite displacement step.

Fixed volume is the more serious condition. If the crystal expands until τ = 0, the compressive term disappears and K = K_ang at the new bond length. Hopping is weaker there, so the values of K_ang above cannot simply be carried over. At kT = 1.6 eV the model reaches τ = 0 only at a bond about 28 % longer, where K_ang is 0.21 eV/Å² and these power laws are no longer trustworthy. At kT = 2.0, 2.5 and 3.0 eV the bond stays compressed at all lengths up to 2.2 d.

The model also omits charge self-consistency, d orbitals, more distant neighbours and screening by the excited carriers, and it assumes that electrons and holes share one Fermi distribution. The threshold of 8.1 % therefore belongs to these parameters. It also belongs to this mode: the transverse acoustic mode at L, which turns half as many bonds, starts at 1.69 eV/Å² and reaches zero slightly earlier, at kT = 1.59 eV with 8.0 % excited, so the lattice is already unstable when the mode at X reaches zero. The whole zone was not scanned. The separation K = K_ang + 4τ/d needs less: nearest-neighbour interactions that depend on bond length and direction, and electrons in equilibrium at each displacement. The remaining numerical checks are listed in the numerical output.

Calculated quantities

```
on-site energies s, p: -6.5, 0.0 eV
hoppings ss, sp, pp-sigma, pp-pi: -1.8, 2.0, 3.0, -0.9 eV
bond length 2.35 angstrom, atomic mass 28.1 u
hopping exponent 2, repulsion exponent 4
cold reference kT: 0.02 eV
k mesh of the 4-atom cell: (12, 12, 8)
band gap: 2.02 eV
repulsion per bond at rest: 4.157 eV
lowest hopping energy of a conduction level: 1.65 eV
columns: kT (eV), excited (% of valence electrons), h (eV/bond),
  K_ang, 4 tau/d, K total (eV/angstrom^2), frequency (THz, <0: imag.)
 0.02    0.00   -8.314   3.192   0.000   3.192    5.27
 0.50    0.37   -8.264   3.134  -0.072   3.062    5.16
 1.00    3.07   -7.874   2.592  -0.637   1.956    4.12
 1.50    7.24   -7.244   1.873  -1.550   0.323    1.68
 2.00   11.51   -6.575   1.305  -2.518  -1.212   -3.25
 2.50   15.39   -5.954   0.913  -3.418  -2.505   -4.67
 3.00   18.78   -5.402   0.650  -4.217  -3.567   -5.57
threshold kT: 1.600 eV
threshold electron temperature: 18564 K
excited at threshold: 8.10 % = 0.324 electrons per atom
hopping energy per bond at threshold: -7.109 eV
mean hopping energy of excited electrons: 3.92 eV
bond tension at threshold: -1.025 eV/angstrom
K_ang at threshold: 1.744 eV/angstrom^2
4 tau/d at threshold: -1.744 eV/angstrom^2
share of loss, angular weakening: 45.4 %
share of loss, bond compression: 54.6 %
kT 20 % above threshold: 1.920 eV
K there: -0.981 eV/angstrom^2, growth time 54 fs
lowest other mode of the cell, cold: 10.20 THz, at threshold: 7.71 THz
A, B of the hot limit: 9.60, 12.19 eV^2
K_ang / fourth-moment law at kT = 40 eV: 0.9949
K at kT = 1.5 eV, isothermal: 0.3232, isentropic: 0.3238 eV/angstrom^2
largest error of tension formula: 9.0e-05 eV/angstrom
largest error of stiffness sum: 1.6e-04 eV/angstrom^2
k-mesh change of K: 9.1e-05 eV/angstrom^2
```
